**Escape of Doppler-broadened resonance light from a long cylinder**

Holstein's formula g = 1.60/[K sqrt(pi ln K)] gives the escape factor g of the slowest mode, where K = k0R, k0 is the line-centre absorption coefficient and R the radius; the mode decays at the rate gA, with A the spontaneous emission rate. At K = 1000 the formula gives 3.43e-4, while the full transport equation with complete frequency redistribution gives 3.61e-4. The program asserts that the two agree within the expected relative correction of order 1/ln K. It also asserts that a real-space photon random walk reproduces the full result within 4 %, both for the slowest mode and for a uniform source. Further assertions confirm that a parabolic density gives the coefficient 1.60, and that solutions at very large K extrapolate to the true limiting coefficient, 1.576. The line-centre cross-section is checked against an average of the natural line over Maxwellian velocities. For the model discharge column, the output shows that rough Lorentz wings raise g by about 24 %, and that heating from 400 K to 600 K at fixed pressure nearly doubles it.

## Numerical check

```python
"""Radiation trapping in a long cylinder, Doppler line, complete redistribution.

Result under test: the slowest mode of the excited density decays at rate g*A,
    g = 1.60 / (K sqrt(pi ln K)),  K = k0*R >> 1,   g near 3.4e-4 at K = 1000.
k0: line-centre absorption coefficient, R: radius, A: spontaneous rate,
x: detuning in Doppler widths, q: transverse wavenumber times R,
a: Voigt parameter (Lorentz half width over Doppler width).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.special import jv, spherical_jn, wofz, erfc

# ---------- full transport equation in Fourier space ----------
N_BASIS, N_PANEL = 10, 600
gl_x, gl_w = np.polynomial.legendre.leggauss(10)
q_nodes = (np.pi * (np.arange(N_PANEL)[:, None] + 0.5 * (gl_x + 1))).ravel()
q_weights = np.tile(0.5 * np.pi * gl_w, N_PANEL)
q_end = np.pi * N_PANEL
q_tail = np.geomspace(q_end, 1e4 * q_end, 2001)
basis = np.array([spherical_jn(2 * j + 1, q_nodes) for j in range(N_BASIS)])
signs = (-1.0) ** np.arange(N_BASIS)


def loss_multiplier(K, a=0.0):
    """Fourier multiplier of the loss operator, by quadrature over the line."""
    t = np.linspace(0.0, 12.0, 2401)
    x = np.sinh(t)
    profile = np.exp(-x**2) if a == 0 else wofz(x + 1j * a).real
    weight = 2 * (t[1] - t[0]) * np.cosh(t) * profile / np.sqrt(np.pi)
    weight[0] *= 0.5
    kappa = np.maximum(K * profile, 1e-250)
    log_q = np.linspace(np.log(1e-3), np.log(1e8), 300)
    z = np.exp(log_q)[:, None] / kappa
    zs = np.minimum(z, 0.03)
    series = zs**2 / 3 - zs**4 / 5 + zs**6 / 7   # avoids cancellation
    loss = np.where(z < 0.03, series, 1 - np.arctan(z) / z)
    spline = CubicSpline(log_q, np.log(loss @ weight))
    return lambda q: np.exp(spline(np.log(q)))


def matrix(multiplier):
    """Quadratic form; beyond q_end the squared cosine is averaged to 1/2."""
    core = (basis * (multiplier(q_nodes) * q_weights / q_nodes)) @ basis.T
    tail = trapezoid(multiplier(q_tail) / (2 * q_tail**3), q_tail)
    return core + tail * np.outer(signs, signs)


overlap = matrix(lambda q: np.ones_like(q))


def escape_factors(multiplier, size=N_BASIS):
    """Slowest-mode factor, and effective factor for a uniform source."""
    M, B = matrix(multiplier)[:size, :size], overlap[:size, :size]
    source = np.zeros(size)
    source[0] = 1 / 3       # integral of the first basis density over the disc
    g_uniform = 0.5 / (source @ np.linalg.solve(M, source))
    return eigh(M, B, eigvals_only=True)[0], g_uniform


def holstein(K):
    return 1.60 / (K * np.sqrt(np.pi * np.log(K)))


K = 1000.0
g_formula = holstein(K)
doppler = loss_multiplier(K)
g_full, g_uniform = escape_factors(doppler)
g_small_basis = escape_factors(doppler, 6)[0]
assert abs(g_small_basis / g_full - 1) < 2e-3
assert abs(g_formula - 3.4e-4) < 0.05e-4
# the formula is leading order: relative corrections of order 1/ln K remain
assert abs(g_full / g_formula - 1) < 1 / np.log(K)

# ---------- limiting coefficients ----------
def limit_operator(q):
    return np.pi * q / 4


c_limit, c_uniform = escape_factors(limit_operator)
assert abs(c_uniform - 3 * np.pi**2 / 16) < 2e-3
parabola = (2 * jv(2, q_nodes) / q_nodes**2) ** 2 * q_nodes * q_weights
c_parabola = (parabola @ limit_operator(q_nodes)) / parabola.sum()
assert abs(c_parabola - 1.60) < 1e-4
assert c_limit < c_parabola
K_large = np.array([1e6, 1e9, 1e14])
c_large = np.array([escape_factors(loss_multiplier(k))[0] * k
                    * np.sqrt(np.pi * np.log(k)) for k in K_large])
c_extrapolated = np.polyfit(1 / np.log(K_large), c_large, 2)[-1]
assert abs(c_extrapolated - c_limit) < 0.01
s_integral = quad(lambda s: 1 - s * np.arctan2(1, s), 0, 1)[0] + quad(
    lambda u: (1 - np.arctan(u) / u) / u**2 if u > 1e-3 else 1 / 3 - u**2 / 5,
    0, 1)[0]
assert abs(s_integral - np.pi / 4) < 1e-6

# ---------- real-space photon random walk ----------
def random_walk(uniform_source, seed, walkers=5000, steps=10000, burn=3500):
    """Escapes per emission; lost photons restart uniformly or on survivors."""
    rng = np.random.default_rng(seed)
    r2 = 1 - rng.random(walkers) ** (2 / 3)
    escapes = 0
    for step in range(steps):
        gauss = rng.standard_normal(walkers)      # gauss = sqrt(2) * x
        path = rng.standard_exponential(walkers) * np.exp(gauss**2 / 2) / K
        mu = 2 * rng.random(walkers) - 1
        d = path * np.sqrt(1 - mu**2)
        angle = 2 * np.pi * rng.random(walkers)
        r2 = np.maximum(r2 + d * d + 2 * np.sqrt(r2) * d * np.cos(angle), 0)
        out = np.flatnonzero(r2 >= 1)
        if out.size:
            if uniform_source:
                r2[out] = rng.random(out.size)
            else:
                r2[out] = rng.choice(r2[r2 < 1], out.size)
            if step >= burn:
                escapes += out.size
    return escapes / (walkers * (steps - burn)), escapes


g_walk, n_escapes = random_walk(False, 1)
g_walk_uniform, _ = random_walk(True, 2)
# about 1 % counting noise, enlarged by correlations between steps
assert abs(g_walk / g_full - 1) < 0.04
assert abs(g_walk_uniform / g_uniform - 1) < 0.04

# ---------- worked example: model atom in a wide positive column ----------
photon_eV, A, weight_ratio, mass_u = 10.0, 5e6, 3.0, 40.0
T, R = 400.0, 0.10                           # K, m
sigma, k_quench, n_e = 1e-18, 1e-13, 1e15    # m2, m3/s, m-3 (rough)
W = 10.0                                     # W/m3 spent on exciting the line
energy = photon_eV * sc.e
lam = sc.h * sc.c / energy
mass = mass_u * sc.atomic_mass
v0 = np.sqrt(2 * sc.k * T / mass)
sigma0 = weight_ratio * A * lam**3 / (8 * np.pi**1.5 * v0)
# independent road: natural-line cross-section averaged over velocities
v_nat = A * lam / (4 * np.pi)
angles = np.linspace(-np.pi / 2, np.pi / 2, 400001)[1:-1]
maxwell = np.exp(-(v_nat * np.tan(angles) / v0) ** 2) / (np.sqrt(np.pi) * v0)
sigma0_avg = weight_ratio * lam**2 / (2 * np.pi) * v_nat * trapezoid(
    maxwell, angles)
assert abs(sigma0_avg / sigma0 - 1) < 2e-3   # differs by order a

k0 = K / R
N = k0 / sigma0
pressure = N * sc.k * T / sc.torr
escape_rate = g_formula * A
n2 = W / (energy * escape_rate)
n2_free = W / (energy * A)

# effects left out of the model
v_mean = np.sqrt(8 * sc.k * T / (np.pi * mass))
rate_foreign = N * sigma * np.sqrt(2) * v_mean
rate_resonance = 2 * np.pi * N * 0.75 * A * (lam / (2 * np.pi)) ** 3
a_total = (A + 2 * (rate_foreign + rate_resonance)) * lam / (4 * np.pi * v0)
g_voigt = escape_factors(loss_multiplier(K, a_total))[0]
A_strong = 1e8
a_strong = A_strong * lam / (4 * np.pi * v0)
g_strong = escape_factors(loss_multiplier(K, a_strong))[0]
assert g_strong > g_voigt > g_full
T_hot = 600.0
K_hot = K * (T / T_hot) ** 1.5               # fixed pressure
g_hot = escape_factors(loss_multiplier(K_hot))[0]
quench_rate = n_e * k_quench
diffusion = v_mean / (3 * np.sqrt(2) * N * sigma)
wall_rate = diffusion * (2.404826 / R) ** 2

print(f"k0R = {K:.0f}, ln(k0R) = {np.log(K):.4f}")
print(f"sqrt(pi ln k0R) = {np.sqrt(np.pi*np.log(K)):.4f}")
print(f"g, Holstein formula = {g_formula:.3e}")
print(f"g, full equation = {g_full:.3e}")
print(f"full / formula = {g_full/g_formula:.3f}")
print(f"g, random walk = {g_walk:.3e} ({n_escapes} escapes)")
print(f"coefficient, parabola = {c_parabola:.4f}")
print(f"coefficient, true limit = {c_limit:.4f}")
print(f"coefficient, extrapolated from large K = {c_extrapolated:.4f}")
print(f"coefficient, full equation at k0R = {1.60*g_full/g_formula:.4f}")
print(f"coefficient, uniform source, limit = {c_uniform:.4f}")
print(f"g, uniform source, full = {g_uniform:.3e}")
print(f"g, uniform source, random walk = {g_walk_uniform:.3e}")
print(f"detuning of unit depth = {np.sqrt(np.log(K)):.3f} Doppler widths")
print(f"emitted fraction beyond it = {erfc(np.sqrt(np.log(K))):.2e}")
print(f"photon energy = {photon_eV:.1f} eV, wavelength = {lam*1e9:.1f} nm")
print(f"A = {A:.1e} 1/s, g2/g1 = {weight_ratio:.0f}, mass = {mass_u:.0f} u")
print(f"gas temperature = {T:.0f} K, radius = {R*100:.0f} cm")
print(f"v0 = {v0*100:.3e} cm/s")
print(f"line-centre cross-section = {sigma0*1e4:.3e} cm2")
print(f"same, velocity average = {sigma0_avg*1e4:.3e} cm2")
print(f"k0 = {k0/100:.1f} 1/cm")
print(f"gas density = {N*1e-6:.3e} cm-3, pressure = {pressure:.3f} Torr")
print(f"free lifetime = {1e6/A:.3f} us")
print(f"escape rate gA = {escape_rate:.3e} 1/s")
print(f"trapped lifetime, formula = {1e6/escape_rate:.1f} us")
print(f"trapped lifetime, full equation = {1e6/(g_full*A):.1f} us")
print(f"excitation power density = {W:.1f} uW/cm3")
print(f"excited density, trapped = {n2*1e-6:.3e} cm-3")
print(f"excited density, no trapping = {n2_free*1e-6:.3e} cm-3")
print(f"excited / ground density = {n2/N:.2e}")
print(f"rough collision cross-section = {sigma*1e4:.1e} cm2")
print(f"foreign-type dephasing rate = {rate_foreign:.2e} 1/s")
print(f"resonance dephasing rate = {rate_resonance:.2e} 1/s")
print(f"Voigt parameter = {a_total:.2e}")
print(f"g with Lorentz wings = {g_voigt:.3e}")
print(f"ratio to full Doppler g = {g_voigt/g_full:.3f}")
print(f"strong line: A = {A_strong:.1e} 1/s, natural a = {a_strong:.2e}")
print(f"strong line: g = {g_strong:.3e}, ratio = {g_strong/g_full:.2f}")
print(f"at {T_hot:.0f} K, same pressure: k0R = {K_hot:.0f}")
print(f"at {T_hot:.0f} K: g full = {g_hot:.3e}, ratio = {g_hot/g_full:.2f}")
print(f"electron density = {n_e*1e-6:.1e} cm-3")
print(f"rough quenching coefficient = {k_quench*1e6:.1e} cm3/s")
print(f"electron quenching rate = {quench_rate:.1f} 1/s")
print(f"quenching / escape = {quench_rate/escape_rate:.3f}")
print(f"n_e for equal rates = {escape_rate/k_quench*1e-6:.2e} cm-3")
print(f"diffusion coefficient = {diffusion*1e4:.0f} cm2/s")
print(f"wall loss rate = {wall_rate:.1f} 1/s")
print(f"wall loss / escape = {wall_rate/escape_rate:.4f}")
print("OK")
```

Output:

```
k0R = 1000, ln(k0R) = 6.9078
sqrt(pi ln k0R) = 4.6585
g, Holstein formula = 3.435e-04
g, full equation = 3.611e-04
full / formula = 1.051
g, random walk = 3.646e-04 (11849 escapes)
coefficient, parabola = 1.6000
coefficient, true limit = 1.5756
coefficient, extrapolated from large K = 1.5764
coefficient, full equation at k0R = 1.6820
coefficient, uniform source, limit = 1.8506
g, uniform source, full = 4.322e-04
g, uniform source, random walk = 4.251e-04
detuning of unit depth = 2.628 Doppler widths
emitted fraction beyond it = 2.02e-04
photon energy = 10.0 eV, wavelength = 124.0 nm
A = 5.0e+06 1/s, g2/g1 = 3, mass = 40 u
gas temperature = 400 K, radius = 10 cm
v0 = 4.078e+04 cm/s
line-centre cross-section = 1.574e-14 cm2
same, velocity average = 1.574e-14 cm2
k0 = 100.0 1/cm
gas density = 6.354e+15 cm-3, pressure = 0.263 Torr
free lifetime = 0.200 us
escape rate gA = 1.717e+03 1/s
trapped lifetime, formula = 582.3 us
trapped lifetime, full equation = 553.9 us
excitation power density = 10.0 uW/cm3
excited density, trapped = 3.634e+09 cm-3
excited density, no trapping = 1.248e+06 cm-3
excited / ground density = 5.72e-07
rough collision cross-section = 1.0e-14 cm2
foreign-type dephasing rate = 4.13e+06 1/s
resonance dephasing rate = 1.15e+06 1/s
Voigt parameter = 3.77e-04
g with Lorentz wings = 4.494e-04
ratio to full Doppler g = 1.245
strong line: A = 1.0e+08 1/s, natural a = 2.42e-03
strong line: g = 8.924e-04, ratio = 2.47
at 600 K, same pressure: k0R = 544
at 600 K: g full = 7.022e-04, ratio = 1.94
electron density = 1.0e+09 cm-3
rough quenching coefficient = 1.0e-07 cm3/s
electron quenching rate = 100.0 1/s
quenching / escape = 0.058
n_e for equal rates = 1.72e+10 cm-3
diffusion coefficient = 171 cm2/s
wall loss rate = 9.9 1/s
wall loss / escape = 0.0057
OK
```
